\section*{How Long an Adsorbed Molecule Stays on a Surface at 300 K}

\section{Waiting for a surface to empty}

In atomic layer deposition of TaN, a pulse of ammonia is followed by a purge. Pumping and inert gas remove the ammonia above the film quickly, but molecules held on the film leave only when thermal motion lifts them out of their wells. Is a purge of a few seconds long enough? The answer depends on the residence time $\tau$, the mean time a molecule stays before it desorbs.

Let $E$ be the depth of the well, measured from its bottom to the level of a molecule at rest far from the surface. There is no additional barrier above that level, so $E$ is also the desorption barrier. We take $E=0.3$, $0.6$ and $0.9$ eV at $T=300$ K. The molecule vibrates against the surface with a frequency $\nu$, for which $10^{13}$ s$^{-1}$ is a typical size. Boltzmann's constant is $k$, and $kT=0.02585$ eV.

\section{The estimate on the back of an envelope}

Each vibration carries the molecule outward once, so it makes $\nu$ attempts per second. An attempt succeeds if the vibrational energy $\varepsilon$ exceeds $E$. For a classical harmonic vibration of a mass $m$, the states with energy below $\varepsilon$ fill an ellipse in the plane of position and momentum. Its half-axes are $\sqrt{2\varepsilon/m}/(2\pi\nu)$ and $\sqrt{2m\varepsilon}$, so its area is
\begin{equation}
\pi\,\frac{\sqrt{2\varepsilon/m}}{2\pi\nu}\,\sqrt{2m\varepsilon}=\frac{\varepsilon}{\nu}.
\end{equation}
Equal steps of energy therefore hold equal areas, and the Boltzmann factor alone fixes the energy distribution. The chance of success is
\begin{equation}
p=\int_E^\infty \frac{e^{-\varepsilon/kT}}{kT}\,d\varepsilon=e^{-E/kT}.
\end{equation}
If the attempts are treated as independent, the mean number needed is
\begin{equation}
\sum_{n=1}^{\infty} n\,p(1-p)^{n-1}=\frac{p}{[1-(1-p)]^2}=\frac1p ,
\end{equation}
where the sum follows from differentiating $\sum_n q^n=1/(1-q)$ with respect to $q$ and setting $q=1-p$. Each attempt takes a time $1/\nu$, hence
\begin{equation}
\tau=\frac{1}{\nu p}=\frac1\nu\,e^{E/kT}.
\label{eq:tau}
\end{equation}

For the lowest barrier $E/kT=0.3/0.02585=11.6$. The chance per attempt is $9.1\times10^{-6}$, and
\begin{equation}
\tau=\frac{10^{-13}\ \mathrm{s}}{9.1\times10^{-6}}=1.1\times10^{-8}\ \mathrm{s}.
\end{equation}
Each further $0.3$ eV multiplies this time by $e^{11.6}=1.1\times10^5$. The three results are
\begin{align}
E=0.3\ \mathrm{eV}:&\quad \tau\approx1.1\times10^{-8}\ \mathrm{s}\quad(11\ \mathrm{ns}),\\
E=0.6\ \mathrm{eV}:&\quad \tau\approx1.2\times10^{-3}\ \mathrm{s}\quad(1.2\ \mathrm{ms}),\\
E=0.9\ \mathrm{eV}:&\quad \tau\approx1.3\times10^{2}\ \mathrm{s}\quad(2.2\ \mathrm{min}).
\end{align}
Tripling the barrier lengthens the stay by ten powers of ten. A factor of ten in $\tau$ corresponds to $kT\ln10=0.0595$ eV. Setting $\tau=1$ s in Eq.~(\ref{eq:tau}) gives $E=kT\ln(\nu\times1\ \mathrm{s})=0.77$ eV, which at this temperature and frequency divides stays shorter than a second from longer ones.

\section{The rate from flux and population}

The attempt picture leaves open whether successive vibrations are independent. A calculation of the equilibrium flux turns that question into a condition on the solid. It assumes that the thermal distribution holds right up to the exit, and that every molecule crossing the exit outward departs. The first assumption is demanding. Molecules with energy above $E$ are out of the well within a few vibration periods, so the solid must replace them about as quickly. If it exchanges energy with the molecule more slowly, the stay is longer than found here.

Let $z$ be the distance along the surface normal, with $z=0$ at the bottom of the well, and let $V(z)$ be the potential energy. The density along $z$ is $Ce^{-V(z)/kT}$, with $C$ a constant. At the exit $V=E$. The mean outward flux per unit density follows from the Maxwell distribution of the velocity $v$:
\begin{equation}
\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}} .
\label{eq:half}
\end{equation}
The desorption rate $R$ per molecule is the flux at the exit divided by the population of the well, and $C$ cancels:
\begin{equation}
R=\sqrt{\frac{kT}{2\pi m}}\;
\frac{e^{-E/kT}}{\int e^{-V(z)/kT}\,dz}.
\label{eq:rate}
\end{equation}
For a harmonic well $V=\tfrac12m(2\pi\nu)^2z^2$. Because $E\gg kT$, very little population lies near the exit, and the integral may be extended to infinity:
\begin{equation}
\int_{-\infty}^{\infty}e^{-m(2\pi\nu)^2z^2/2kT}\,dz
=\frac{1}{2\pi\nu}\sqrt{\frac{2\pi kT}{m}} .
\label{eq:well}
\end{equation}
Insertion into Eq.~(\ref{eq:rate}) gives
\begin{equation}
R=2\pi\nu\,\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m}{2\pi kT}}\;e^{-E/kT}
=\nu\,e^{-E/kT}.
\end{equation}
The mass cancels: at given $\nu$, a heavier molecule crosses the exit more slowly, but it is also confined to a narrower part of the well.

With a constant rate, the number of original molecules obeys $dN/dt=-RN$, so $N=N_0e^{-Rt}$. The mean stay is $\int_0^\infty t\,Re^{-Rt}dt=1/R$, in agreement with Eq.~(\ref{eq:tau}). After one residence time a fraction $1/e$, about 37\%, is still there.

\section{Errors in the inputs}

From $\ln\tau=E/kT-\ln\nu$, $\tau$ is inversely proportional to $\nu$, so a value of $\nu$ that is too high by a factor of two makes $\tau$ too short by the same factor. An error $\delta E$ multiplies $\tau$ by $e^{\delta E/kT}$. For $\delta E=0.05$ eV the factor is $6.9$, whatever the value of $E$. Forces between neighbouring molecules can be represented roughly by such a shift.

Warming from $300$ to $310$ K, with $E$ and $\nu$ fixed, multiplies $\tau$ by
\begin{equation}
\exp\!\left[-\frac{E}{k}\left(\frac1{300\ \mathrm K}-\frac1{310\ \mathrm K}\right)\right],
\end{equation}
which is $0.69$, $0.47$ and $0.33$ for the three barriers in rising order. The deepest well is the most sensitive because $E$ stands in the exponent.

\section{The shape of the well and its quantum levels}

A real well softens towards the vacuum. The Morse potential $V=E(1-e^{-az})^2$ shows how much this matters. Near the bottom $V\approx Ea^2z^2$, so the choice $Ea^2=\tfrac12m(2\pi\nu)^2$ gives it the same frequency as before. Write $b=E/kT$ and $u=1-e^{-az}$. Then $a\,dz=du/(1-u)=(1+u+u^2+\dots)\,du$, and for large $b$
\begin{equation}
a\int e^{-V/kT}dz\approx\int_{-\infty}^{\infty} e^{-bu^2}(1+u+u^2)\,du
=\sqrt{\frac{\pi}{b}}\left(1+\frac{1}{2b}\right).
\end{equation}
The odd term vanishes by symmetry. The prefactor $\sqrt{\pi/b}$ is the harmonic result, so the larger population lengthens the stay by the factor $1+kT/2E$ to first order in $kT/E$. For $0.3$ eV this is $1.043$, while direct integration over the well gives $1.051$. The integration stops at $az=12$, because the flat region beyond the well belongs to the vacuum and would add to the integral without limit. For $0.9$ eV the two values are $1.014$ and $1.015$. Softening of this kind is negligible here.

The vibration is also quantized. With $h$ Planck's constant, $x=h\nu/kT=1.60$, which is not small. The classical measure of the population of one vibration is $kT/h\nu=1/x$. The quantum measure, with energies counted from the bottom of the well, is
\begin{equation}
\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\end{equation}
Since $\tau$ is proportional to the population, it changes by the ratio $x/[2\sinh(x/2)]=0.90$. The stay is 10\% shorter, the net result of two larger effects. The lowest level lies above the bottom of the well, which alone would multiply the stay by $e^{-x/2}=0.45$. The wide spacing of the levels contributes the opposing factor $x/(1-e^{-x})=2.0$. Tunnelling offers no extra way out, since a bound molecule has less energy than any state in the vacuum.

\section{Freedom gained on leaving}

Equation~(\ref{eq:rate}) followed the motion along $z$ alone. That suffices if the molecule slides and turns as freely in the well as at the exit. A molecule bonded to one site does neither. Leaving then opens up more room, which raises the rate.

Let each site have the area $A$. Suppose that at the exit the molecule can be anywhere above this area and can point in any direction, with the same energy $E$ throughout. Suppose also that it spins freely about its own axis both in the well and at the exit. The velocity distributions for sliding and turning are then the same in both places and cancel. What remains is the ratio of the room at the exit to the thermally weighted room in the well.

For sliding with frequency $\nu_s$ in both directions, the room in the well is the product of two integrals like Eq.~(\ref{eq:well}), namely $2\pi kT/[m(2\pi\nu_s)^2]$. The rate gains the factor
\begin{equation}
G_s=\frac{A\,m(2\pi\nu_s)^2}{2\pi kT}.
\end{equation}
For tilting by an angle $\theta$ with frequency $\nu_t$ and moment of inertia $I$, the energy is $\tfrac12I(2\pi\nu_t)^2\theta^2$. When the tilts are small, $\sin\theta\approx\theta$, and the room in the well is
\begin{equation}
2\pi\int_0^\infty\theta\,e^{-I(2\pi\nu_t)^2\theta^2/2kT}\,d\theta
=\frac{2\pi kT}{I(2\pi\nu_t)^2}.
\end{equation}
All directions together make $4\pi$, so the gain is
\begin{equation}
G_t=\frac{4\pi\,I(2\pi\nu_t)^2}{2\pi kT}=\frac{2I(2\pi\nu_t)^2}{kT}.
\end{equation}

For ammonia, $m=17.03$ u. For its shape we adopt a model pyramid with an N--H length set to $0.101$ nm and an H--N--H angle set to $107^\circ$, which gives $I=2.79\times10^{-47}$ kg\,m$^2$ for tilting. As rough values for a firmly held molecule we take $\nu_s=2\times10^{12}$ s$^{-1}$, $\nu_t=10^{13}$ s$^{-1}$ and $A=0.100$ nm$^2$, that is, $10^{15}$ sites per cm$^2$. Then $G_s=17.2$ and $G_t=53.2$, and together
\begin{equation}
G=G_sG_t\approx9\times10^2 .
\end{equation}
The effective attempt frequency becomes $G\nu\approx9\times10^{15}$ s$^{-1}$. At 300 K this has the same effect as lowering the barrier by $kT\ln G=0.18$ eV. The residence times fall as follows:
\begin{center}
\begin{tabular}{ccc}
$E$ (eV) & $\tau$, equally free (s) & $\tau$, pinned (s)\\
0.3 & $1.1\times10^{-8}$ & $1.2\times10^{-11}$\\
0.6 & $1.2\times10^{-3}$ & $1.3\times10^{-6}$\\
0.9 & $1.3\times10^{2}$ & $1.4\times10^{-1}$
\end{tabular}
\end{center}
This is by far the largest of the corrections considered. It is itself rough: $G$ varies as $\nu_s^2\nu_t^2$, so halving both frequencies lowers it by a factor of 16 within these harmonic formulas. The true potential for sliding repeats from site to site. A cosine form with the chosen $\nu_s$ and spacing $\sqrt A$ has a barrier $2m\nu_s^2A=0.14$ eV and gives $G_s\approx15$; the molecule then sits at sites but hops between them within tens of picoseconds. At half this frequency the barrier is only $1.4\,kT$, and the harmonic formula for $G_s$ no longer holds. It is also smaller if the molecule is still hindered at the exit. Treating the normal vibration and both tilts by quantum levels would multiply the pinned times by a further $0.73$.

The pinned entry for $0.3$ eV spans only about 120 vibrations. In so short a time the molecule may not reach thermal equilibrium with the solid at all, and the number should be read as a sign of a very short stay.

\section{What a purge leaves behind}

A single stay does not settle the fate of the layer, because molecules also return from the gas. Let $\theta$ now denote the fraction of occupied sites, and let $r$ be the arrival rate per empty site. With every arrival at an empty site sticking,
\begin{equation}
\frac{d\theta}{dt}=r(1-\theta)-\frac{\theta}{\tau}
=r-\left(r+\frac1\tau\right)\theta .
\end{equation}
Setting the left side to zero gives the steady coverage $\theta_s=r\tau/(1+r\tau)$. The difference $\theta-\theta_s$ decays at the rate $r+1/\tau$, so a layer that is full at $t=0$ follows
\begin{equation}
\theta(t)=\theta_s+(1-\theta_s)\,e^{-(r+1/\tau)t}.
\end{equation}

Suppose that ammonia at a constant pressure $P=10^{-6}$ Torr remains during a purge of $5$ s at 300 K. The gas density is $P/kT$. Multiplied by the flux per unit density from Eq.~(\ref{eq:half}), it gives
\begin{equation}
\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}}
=4.9\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
Division by $10^{15}$ sites per cm$^2$ gives $r=0.49$ s$^{-1}$.

With the residence times of Eq.~(\ref{eq:tau}), the purge lasts many residence times for the two lower barriers. Their coverages fall to the steady values $5\times10^{-9}$ and $6\times10^{-4}$, set by the remaining gas. For $0.9$ eV the purge lasts only $0.038\,\tau$. Without return 96\% of the layer would remain, and with return the figure is 99\%.

Pinning reverses this last conclusion. With $\tau=0.144$ s, $r\tau=0.491\times0.144=0.071$, and the coverage after the purge is $0.071/1.071=0.066$. At this pressure, the same barrier thus leaves either a nearly full layer or about 7\% of one, depending on how freely the molecule moves while bound. The contrast fades when more ammonia remains: at $10^{-4}$ Torr, $r\tau$ is a hundred times larger and the pinned layer stays 88\% full. A constant $10^{-6}$ Torr is itself a strong assumption, because the departing layer feeds the gas: one layer released into a gap of $1$ cm above the film makes about $0.03$ Torr. If that gap is well mixed and its gas is replaced with a time constant of $1$ ms, $10$ ms or $0.1$ s, the pinned $0.9$ eV layer is still about 10\%, 48\% or 81\% full after $5$ s, and in the last case 3\% of the $0.6$ eV layer (with $\tau=1.2$ ms) also remains. The figure of 7\% thus requires that desorbed ammonia be carried away in well under a millisecond.

\section{The estimate beside the real process}

The three barriers illustrate how strongly the stay depends on the binding. They are not computed binding energies for TaN, and some sites may hold ammonia more deeply. A temperature of 300 K is low for this process; roughly $500$ K is more representative. At $523$ K, with $E$ and $\nu$ unchanged, Eq.~(\ref{eq:tau}) gives $8\times10^{-11}$, $6\times10^{-8}$ and $5\times10^{-5}$ s. In this model, even the $0.9$ eV molecule makes a stay far shorter than a purge of seconds, and pinning would shorten it further. A stay of $5$ s at this temperature would take a barrier of about $1.4$ eV, or a higher one if the molecule is pinned. For a firmly bound molecule, equal freedom in the well and at the exit is a doubtful assumption. In the example at 300 K, dropping it moves the result by about three powers of ten. Ammonia that loses hydrogen on the film is outside the model, because it no longer leaves as the same molecule. In narrow trenches, molecules can also strike the opposite wall and stick again, so emptying the trench can take much longer than one stay.

For order-of-magnitude work at 300 K, and provided that the thermal distribution holds right up to the exit, $0.3$ eV means about ten nanoseconds or less, and $0.6$ eV means milliseconds down to microseconds. For $0.9$ eV the range runs from minutes down to tenths of a second, and a decision about a purge needs the binding frequencies and the pressure of the remaining ammonia, which depends on how fast the reactor carries desorbed molecules away, as well as the barrier. The values behind these estimates are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
temperature: 300 K; attempt frequency: 1.0e+13 1/s
kT: 0.02585 eV
E = 0.3 eV: E/kT = 11.605, chance per try = 9.125e-06, tau = 1.096e-08 s
E = 0.6 eV: E/kT = 23.209, chance per try = 8.326e-11, tau = 1.201e-03 s
E = 0.9 eV: E/kT = 34.814, chance per try = 7.597e-16, tau = 1.316e+02 s
tau in handy units: 11.0 ns, 1.20 ms, 2.19 min
factor in tau per 0.3 eV: 1.096e+05
barrier step for factor 10: 0.0595 eV
barrier for a stay of 1 s: 0.774 eV
factor in tau for +0.05 eV: 6.92
E = 0.3 eV: tau(310 K)/tau(300 K) = 0.688; tau(523 K) = 7.778e-11 s
E = 0.6 eV: tau(310 K)/tau(300 K) = 0.473; tau(523 K) = 6.050e-08 s
E = 0.9 eV: tau(310 K)/tau(300 K) = 0.325; tau(523 K) = 4.706e-05 s
E = 0.3 eV: Morse/harmonic tau = 1.0507, first-order formula = 1.0431
E = 0.6 eV: Morse/harmonic tau = 1.0231, first-order formula = 1.0215
E = 0.9 eV: Morse/harmonic tau = 1.0150, first-order formula = 1.0144
h nu/kT: 1.600
quantum/classical tau, one vibration: 0.901
same, normal and two tilt modes: 0.731
ammonia mass: 17.027 u
N-H length: 0.101 nm; H-N-H angle: 107 degrees
ammonia tilt moment of inertia: 2.790e-47 kg m^2
site density: 1.0e+15 1/cm^2; area per site: 0.100 nm^2
sliding frequency: 2.0e+12 1/s; tilting frequency: 1.0e+13 1/s
rate gain from sliding freedom: 17.2
rate gain from tilting freedom: 53.2
combined rate gain: 912
effective attempt frequency: 9.12e+15 1/s
barrier shift of equal effect: 0.176 eV
E = 0.3 eV: tau if pinned = 1.201e-11 s
E = 0.6 eV: tau if pinned = 1.316e-06 s
E = 0.9 eV: tau if pinned = 1.443e-01 s
ammonia pressure in purge: 1.0e-06 Torr; purge time: 5.0 s
ammonia flux: 4.915e+14 1/(cm^2 s)
arrivals per site: 0.491 1/s
E = 0.3 eV: purge/tau = 4.562e+08, left without return = 0, with return = 5.39e-09
E = 0.6 eV: purge/tau = 4.163e+03, left without return = 0, with return = 0.00059
E = 0.9 eV: purge/tau = 3.799e-02, left without return = 0.963, with return = 0.986
E = 0.9 eV, pinned: left without return = 8.87e-16, with return = 0.0662
\end{verbatim}
